Which Term Sets Field Acceleration in Impact-Damage Breakdown of Low-k Dielectrics

In a model of a porous low-k dielectric at 378 K and 3.0 MV/cm, the logarithm of the damage rate contains a Schottky term of +14.3 and an impact term of −8.9. The impact term is the smaller in size, yet it supplies 55% of the rate's sensitivity to field. A term's size and its slope are different things, and the slope decides how strongly a stress test is accelerated.

The rate in question is

R(E) = R0 exp(a√E − c/E),  a > 0, c > 0,

where E is the magnitude of the electric field and R0 is first taken as independent of field. The temperature is fixed unless stated otherwise. If failure occurs when a fixed amount of damage has accumulated under constant stress, the lifetime is proportional to 1/R, so a statement about ln R is also one about the logarithm of lifetime, with the sign reversed.

The square root comes from injection of electrons at the cathode. Let e be the positive elementary charge, φ the energy from the cathode's Fermi level to the undisturbed barrier, and x the distance into the dielectric. An electron at x is attracted by an image charge at distance 2x, with force e²/[4πε(2x)²] = e²/(16πεx²). Here ε = ε0εr, and εr is the optical relative permittivity, on the assumption that the slow part of the polarization does not follow the electron's passage over the barrier. Integrating this force from infinity to x gives the energy −e²/(16πεx). The applied field pulls the electron inward and contributes −eEx. The barrier is therefore

V(x) = φ − eEx − e²/(16πεx).

Its maximum lies where the derivative vanishes:

−eE + e²/(16πεx²) = 0,
x_m = √[e/(16πεE)].

At this point the two subtracted terms are equal, since the condition just written, multiplied by x_m, says eEx_m = e²/(16πεx_m). The barrier is thus lowered by

2eEx_m = 2eE√[e/(16πεE)] = √[e³E/(4πε)] = β√E,
β = √[e³/(4πε)].

The flux over this lowered barrier follows from the electron supply. Let w be the energy of motion normal to the surface, measured from the Fermi level. The flux of electrons in a momentum element is proportional to v_x f d³p, where f is the Fermi function. Since v_x dp_x = dw, and the transverse momentum area is proportional to the transverse energy interval dη, the supply per unit w is

N(w) ∝ ∫₀^∞ dη / {1 + exp[(w + η)/kT]} = kT ln[1 + exp(−w/kT)].

When the barrier top lies many kT above the Fermi level, the logarithm reduces to exp(−w/kT). If every electron above the top passes and none below it does, the flux is

J ∝ kT ∫_{φ−β√E}^∞ exp(−w/kT) dw = (kT)² exp[−(φ − β√E)/kT].

The field-dependent factor is exp(β√E/kT), which identifies

a = β/kT.

The second term describes what an injected electron must do to cause damage. Suppose it starts with negligible kinetic energy, needs a threshold energy W, and loses its gain at each collision. If the image attraction beyond the barrier top is neglected, it must then travel a distance L without a collision, where eEL = W. With a constant mean free path λ, the survival probability P obeys

dP/dx = −P/λ,  P(0) = 1,

so that

P(L) = exp(−L/λ) = exp[−W/(eEλ)].

Comparison with exp(−c/E) gives

c = W/(eλ).

Damage requires both injection and a long enough flight. If these are independent, and only the first flight of each electron is counted, the rate is the product of J and P, and the constant φ and other field-independent factors go into R0. The effect of later flights is estimated further on.

The example uses an optical permittivity of 2.0, W = 4.0 eV and λ = 1.5 nm. These give β = 0.2683 eV/(MV/cm)^½, and with kT = 0.03257 eV,

a = 0.2683/0.03257 = 8.238 (MV/cm)^(−½),
c = 4.0 V/1.5 nm = 2.667 V/nm = 26.67 MV/cm.

The conversion uses 1 MV/cm = 0.1 V/nm. These values produce the opening numbers: 8.238 × √3.0 = 14.3 and 26.67/3.0 = 8.9.

Define the local field acceleration as the relative change of rate per unit change of field,

γ(E) = d ln R/dE.

Since d√E/dE = 1/(2√E) and d(−1/E)/dE = +1/E²,

γ(E) = a/(2√E) + c/E².

The impact term enters ln R with a negative sign but enters γ with a positive one, because raising the field makes its suppression weaker. Both parts thus push the rate upward, and the larger part can be said to control the acceleration. Their ratio is

(c/E²)/[a/(2√E)] = (2c/a) E^(−3/2).

This ratio falls steadily from infinity at zero field to zero at infinite field, so it equals one at a single field,

E* = (2c/a)^(2/3).

Below E* the impact part is the larger, and above E* the Schottky part is. In the example,

E* = (2 × 26.67/8.238)^(2/3) MV/cm = 3.47 MV/cm = 0.347 V/nm.

There each part equals 2.21 per MV/cm. The result does not depend on plotting the rate against E. For another smooth, increasing field variable u(E), each part of d ln R/du is multiplied by the same factor dE/du, so the ratio is unchanged. The logarithmic slope d ln R/d ln E = a√E/2 + c/E, for instance, has the same crossover.

The terms of the exponent themselves become equal in size elsewhere:

a√E = c/E,  E = (c/a)^(2/3) = E*/2^(2/3),

which is 2.19 MV/cm here. Between 2.19 and 3.47 MV/cm the Schottky term is the larger contribution to ln R while the impact term has the larger slope. The field of 3.0 MV/cm lies in this interval, which explains the opening numbers. The factor of two in E* comes from differentiation: as a power of E, the impact term has exponent −1 and the Schottky term +½, and the magnitudes of these exponents differ by a factor of two.

The change of control is gradual. Dividing the impact part by the sum, and using 2c/a = E*^(3/2), gives its share

s(E) = 1/[1 + (E/E*)^(3/2)].

Solving for the field at a given share gives

E = E* [(1 − s)/s]^(2/3).

For s = 0.9 the bracket is 1/9, and for s = 0.1 it is 9. The corresponding fields are 0.80 and 15.0 MV/cm, a ratio of 9^(4/3), or about 19. At 2.0 MV/cm the impact share is 0.70, at 3.0 it is 0.55, at 5.0 it is 0.37, and at 6.0 it is 0.31. Over this range neither term can be dropped without a substantial error in γ, although the label "controlling" changes hands within it.

A stress test compares two separated fields, for which the local crossover is not quite the right criterion. Between E1 and a higher field E2,

ln[R(E2)/R(E1)] = a(√E2 − √E1) + c(1/E1 − 1/E2).

To compare the two contributions, write

√E2 − √E1 = (E2 − E1)/(√E2 + √E1),
1/E1 − 1/E2 = (E2 − E1)/(E1E2).

After the common factor E2 − E1 is cancelled, the impact contribution is the larger when

E1E2/(√E1 + √E2) < c/a.

If the fields merge, the left side becomes E^(3/2)/2 and the local criterion returns. For 2.0 and 5.0 MV/cm the left side is 2.74 and the right side 3.24, both in (MV/cm)^(3/2), so impact contributes more over the whole step. Directly, it contributes 26.67 × (0.5 − 0.2) = 8.00 to the logarithm, and the Schottky term contributes 8.238 × (2.236 − 1.414) = 6.77. Their sum of 14.77, divided by ln 10, is 6.41 decades of rate.

The curvature of ln R tells which way a straight-line extrapolation errs. In the three variables E, y = √E and z = 1/E,

d²ln R/dE² = −a/(4E^(3/2)) − 2c/E³ < 0,
d²(ay − c/y²)/dy² = −6c/y⁴ < 0,
d²(az^(−½) − cz)/dz² = (3a/4) z^(−5/2) > 0.

A tangent lies above a curve with negative second derivative and below one with positive second derivative. A tangent drawn at the test field therefore overestimates the low-field rate in a plot against E or √E, and underestimates it in a plot against 1/E. The last case gives too long a lifetime, relative to this model.

The sizes follow from γ = 2.909 per MV/cm at 5.0 MV/cm. The slopes in the three plots are γ, 2√E γ and −E²γ. Carried down to 2.0 MV/cm, the tangents change ln R by

−2.909 × 3.0 = −8.73,
−2 × 2.236 × 2.909 × (2.236 − 1.414) = −10.7,
−25 × 2.909 × (0.5 − 0.2) = −21.8.

In decades these are −3.79, −4.64 and −9.47, while the model itself gives −6.41. The first two lifetimes are too short by 2.6 and 1.8 decades, and the third is too long by 3.1 decades. All three lines have the correct value and slope at the test field, so the disagreement comes entirely from the curvature of ln R in each plot between the two fields.

If γ can be measured at several fields, a more useful plot follows from multiplying it by E²:

E²γ = c + (a/2)E^(3/2).

Against E^(3/2) this is a straight line with intercept c and slope a/2, and E* is the field at which E²γ is twice the intercept. The values γ = 5.341 at 3.0 MV/cm and 2.422 at 6.0 MV/cm give E²γ = 48.07 and 87.19 MV/cm. The corresponding values of E^(3/2) are 5.196 and 14.70. The slope is 39.12/9.50 = 4.12, so a = 8.24, and the intercept is 48.07 − 4.12 × 5.196 = 26.7 MV/cm. Two points determine the constants but cannot show that the law holds; curvature in such a plot with more points would show that it does not.

The physical constants also show how the crossover moves. Substitution of a and c gives

E* = [2WkT/(eλβ)]^(2/3).

At fixed W, λ and β, heating weakens the Schottky slope because a is proportional to 1/T, and E* rises as T^(2/3). At 300 K it is 2.98 MV/cm, against 3.47 MV/cm at 378 K. With pure Schottky injection, a field of 3.2 MV/cm would therefore be on the Schottky side at the lower temperature and on the impact side at the higher one; the tunnelling treated below removes this change of side, because injection then has the larger slope at both temperatures. A change of λ with temperature would add its own shift. A factor of two in λ alone moves E* by 2^(2/3), about 1.6, which matters because λ is poorly known in such materials.

The algebra holds for any positive constants a and c. Their physical interpretation has narrower limits. The first is the finite gap. With spacing d, the field can deliver at most eEd to an electron crossing it. The threshold W is out of reach from the field alone when

E < W/(ed).

For d = 30 nm this limit is 4.0 V/30 nm, or 1.33 MV/cm. The formula still assigns a positive impact probability below it, but the assumed process cannot occur there. The region of 90% impact share, below 0.80 MV/cm, is thus outside the model for this gap. At E* the length needed to gain W is 4.0/0.347 = 11.5 nm, more than a third of the gap, so this process does no damage within 11.5 nm of the cathode. A successful first flight ends on average one λ beyond that point, and a fraction 1 − exp(−3.5/1.5), about 90%, ends before the middle of the gap. Only when later flights are counted does most of the damage fall in the half nearer the anode.

A more serious limit is tunnelling through the barrier. Near its top the barrier is an inverted parabola, with second derivative

V''(x_m) = −e²/(8πεx_m³).

For an electron of mass m this defines a frequency ω = √(|V''(x_m)|/m). The transmission of an inverted parabola with top V_m is

D(w) = 1/{1 + exp[2π(V_m − w)/(ħω)]}.

Set q = ħω/(2πkT) and v = (w − V_m)/kT. The ratio of the flux with tunnelling to the Schottky flux is then

∫_{−∞}^∞ exp(−v) dv/[1 + exp(−v/q)].

With t = exp(−v/q), one has exp(−v) = t^q and dv = −q dt/t, so the ratio becomes

q ∫₀^∞ t^(q−1) dt/(1 + t) = πq/sin(πq),  0 < q < 1.

For small q it approaches one, as Schottky emission requires. As q approaches one it diverges: the thermal population then grows toward lower energy as fast as the transmission falls. The true flux stays finite, because the supply stops growing exponentially at the Fermi level and the real barrier is not a parabola far below its top, but emission is no longer concentrated near the top. Since x_m is proportional to E^(−½), ω and q grow as E^(3/4).

With a tunnelling mass of 0.5 electron masses, q reaches one at 1.50 MV/cm and is 1.87 at E*. Schottky emission is therefore not a valid account of injection at the calculated crossover. To size the error, the transmission can be computed from the semiclassical action through the full image barrier,

D = 1/[1 + exp(2S)],  S = (1/ħ)∫√{2m[V(x) − w]} dx,

with the integral taken between the points where V = w, and the parabolic form used above the top. Numerical integration of N(w)D(w) over energy, with φ = 1.2 eV, gives a flux at 3.47 MV/cm that is about 9 × 10³ times the Schottky flux. Its logarithmic slope there, found by finite differences, is 4.8 per MV/cm instead of 2.2. Setting the slope of this fuller emission equal to c/E² moves the crossover down to 1.99 MV/cm. The size of the flux is less certain than its slope: solving the wave equation directly, with the potential cut off 8 eV below the Fermi level, roughly halves the flux but moves the crossover only to 1.95 MV/cm. The factor on the flux at E* depends on this cutoff, being 0.72, 0.57 and 0.47 for 5, 8 and 12 eV, while the crossover stays between 1.94 and 1.96 MV/cm. Between about 2.0 and 3.5 MV/cm, injection then controls the acceleration where the original formula assigns control to impact.

This does not alter the mathematical result, but it changes what a and c may mean. If both are fitted to data over a limited range, the inequality about E* still applies to the fitted function there, but its two terms need not represent injection and impact. Fitting the formula to the rate with tunnelling between 3 and 6 MV/cm gives a = 2.8 (MV/cm)^(−½) and c = 76 MV/cm, because the 1/E term absorbs much of the tunnelling slope. The fit reproduces ln R to within 0.05 over this range. The fitted E* is then about 14 MV/cm, although injection has the larger slope throughout that range. A good fit therefore does not by itself identify either mechanism, and a and c should not be equated with β/kT and W/(eλ) unless q is well below one. The example never meets this condition where impact is possible, since q is already 0.91 at 1.33 MV/cm, the lowest field that can supply W across the gap.

Four other neglected effects can also be estimated. An electron leaving the barrier top is still held back by its image, so it needs a somewhat longer flight to gain W. With Schottky injection this moves the crossover to 3.55 MV/cm, 2% above E*. An electron stopped by a collision can start again, as long as a distance L remains before the anode. The expected number of successful flights per injected electron is then P(L)[1 + (d − L)/λ], about 13 times P(L) at E*. Since L = W/(eE) shrinks as the field rises, the bracket adds to the impact slope, and with Schottky injection the crossover moves to 3.64 MV/cm, 5% above E*. If, instead, the flux carries an extra factor E, then R0 is proportional to E and γ gains a term 1/E. Counting it with injection, the crossover condition is

a/(2√E) + 1/E = c/E².

Its numerical solution is 3.19 MV/cm, 8% below E*. Trapped charge makes the field nonuniform. A sheet of N = 10¹² electrons per cm² produces a field step eN/(ε0κ), where κ = 2.7 is the static relative permittivity. The step is 0.67 MV/cm, or 19% of E*. At fixed voltage the field is lowered on the cathode side and raised on the anode side, so injection and impact then respond to different fields, and a single E no longer describes both.

The parameters are rough values for a porous organosilicate between metal lines; W, λ, φ and the tunnelling mass are particularly uncertain. Accelerated tests on such dielectrics use fields of several MV/cm, so the calculated crossover falls in a relevant range. In service, one volt across 30 nm gives only about 0.3 MV/cm, well below the 1.33 MV/cm at which this impact process loses its energy supply. The field of 15 MV/cm for 90% Schottky share lies beyond the usual breakdown range. Tunnelling alone moves the crossover from 3.5 to 2.0 MV/cm, or to 1.7 or 2.5 MV/cm if the tunnelling mass is 0.3 or 1.0 electron masses instead of 0.5. With the mass kept at 0.5, changing φ within 0.9 to 2.5 eV moves it by less than 0.2 MV/cm. The model can thus organize a comparison of slopes within a test range where its fitted form holds, but it does not justify carrying the impact term down to service fields.
